# Error of a correlated mean and the blocking plateau for AR(1)

A Monte Carlo calculation that propagates a population of walkers delivers an energy at every step, and the final result is the average of this long list of numbers. Successive entries are not independent. The walkers move little in one step, and when population control duplicates a walker, the copy starts where its parent stood. An energy that happens to lie above the average is therefore likely to be followed by another that does. Ten thousand such numbers carry less information than ten thousand independent ones, and the question is how large the error of their average really is.

Let the recorded values be $x_1,\dots,x_N$, taken after the initial relaxation has died out. The series is assumed stationary: its mean $\mu$ and variance $\sigma^2>0$ are finite and the same at every step, and the covariance of two values depends only on their separation. Angle brackets denote an average over imagined repetitions of the whole run. With $\delta_i=x_i-\mu$,

$$
\langle\delta_i\delta_j\rangle=\sigma^2\rho(|i-j|),\qquad \rho(0)=1,
$$

which defines the autocorrelation $\rho(t)$ at a lag of $t$ steps. Here $\mu$ is the mean of the process as it is actually run. If a finite population or a finite time step shifts $\mu$ away from the desired energy, that shift is a systematic error, and nothing below detects it.

The sample mean is $m=\frac1N\sum_i x_i$, so $m-\mu=\frac1N\sum_i\delta_i$. Its square is a double sum:

$$
\mathrm{Var}(m)=\frac1{N^2}\sum_{i=1}^N\sum_{j=1}^N\langle\delta_i\delta_j\rangle
=\frac{\sigma^2}{N^2}\sum_{i=1}^N\sum_{j=1}^N\rho(|i-j|).
$$

The terms can be grouped by lag. There are $N$ terms with $i=j$, each equal to 1. For $t\ge1$, pairs with $j=i+t$ exist for $i=1,\dots,N-t$, which gives $N-t$ terms, and there are equally many with $i=j+t$. Hence

$$
\mathrm{Var}(m)=\frac{\sigma^2}{N}\,g_N,\qquad
g_N=1+2\sum_{t=1}^{N-1}\left(1-\frac tN\right)\rho(t). \tag{1}
$$

This holds for any stationary series with finite variance. The factor $g_N$ is the ratio of the true variance of the mean to the value $\sigma^2/N$ for uncorrelated data.

For a long run, suppose that $\sum_t|\rho(t)|$ converges, and define

$$
\tau=1+2\sum_{t=1}^{\infty}\rho(t). \tag{2}
$$

The difference from $g_N$ is

$$
\tau-g_N=2\sum_{t=N}^{\infty}\rho(t)+\frac2N\sum_{t=1}^{N-1}t\,\rho(t).
$$

The first sum is the tail of a convergent series and vanishes as $N\to\infty$. For the second, choose any fixed lag $K<N$. Using $t\le K$ in the first part and $t<N$ in the rest,

$$
\frac1N\sum_{t=1}^{N-1}t|\rho(t)|\le\frac KN\sum_{t=1}^{K}|\rho(t)|+\sum_{t>K}|\rho(t)|.
$$

The last sum can be made as small as desired by the choice of $K$, after which the first term vanishes as $N$ grows. Thus $g_N\to\tau$ and, for $\tau>0$,

$$
\mathrm{Var}(m)\simeq\frac{\sigma^2\tau}{N}=\frac{\sigma^2}{N_{\rm eff}},\qquad N_{\rm eff}=\frac N\tau. \tag{3}
$$

The number $\tau$ is the integrated autocorrelation time, measured in steps. In this convention $\tau=1$ for uncorrelated data, and $\tau$ steps are worth one independent sample. Another convention gives the name to $\frac12+\sum_{t\ge1}\rho(t)=\tau/2$; the variance then reads $2\sigma^2/N$ times that time.

The summability condition matters. If $\rho(t)\ge0$ and its sum diverges, then keeping only lags up to $N/2$ in (1), where $1-t/N\ge\frac12$, gives $g_N\ge1+\sum_{t\le N/2}\rho(t)$. This grows without limit, so the error falls more slowly than $1/\sqrt N$, if it falls to zero at all, and no finite $\tau$ exists.

A model in which everything can be calculated is the first-order autoregressive series, AR(1):

$$
\delta_{t+1}=\varphi\,\delta_t+\varepsilon_t,\qquad |\varphi|<1. \tag{4}
$$

Each step retains a fraction $\varphi$ of the present deviation and adds fresh noise $\varepsilon_t$ of zero mean, independent of all earlier noise and of the present and earlier deviations. The start is drawn from the stationary distribution. Squaring (4) and averaging removes the cross term, so $\sigma^2=\varphi^2\sigma^2+\langle\varepsilon^2\rangle$, which fixes the noise variance at $\sigma^2(1-\varphi^2)$. Multiply (4) instead by $\delta_{t-s}$ with $s\ge0$ and average. The noise $\varepsilon_t$ has zero mean and is independent of $\delta_{t-s}$, so its term drops out. The remaining products have lags $s+1$ and $s$, which gives $\sigma^2\rho(s+1)=\varphi\,\sigma^2\rho(s)$, that is, $\rho(s+1)=\varphi\rho(s)$. Since $\rho(0)=1$,

$$
\rho(t)=\varphi^t,\qquad
\tau=1+\frac{2\varphi}{1-\varphi}=\frac{1+\varphi}{1-\varphi}. \tag{5}
$$

For $\varphi=0$ this gives $\tau=1$. As $\varphi\to1$ the time diverges like $2/(1-\varphi)$. For negative $\varphi$ the deviations tend to alternate in sign and partly cancel, so $\tau<1$ and the mean is more accurate than for independent data.

The finite sum $g_n$ is also needed. In $\sum_{k=1}^{n-1}\sum_{t=1}^{k}\varphi^t$ the power $\varphi^t$ occurs for $k=t,\dots,n-1$, which is $n-t$ times. Therefore

$$
\sum_{t=1}^{n-1}(n-t)\varphi^t=\sum_{k=0}^{n-1}\frac{\varphi(1-\varphi^k)}{1-\varphi}
=\frac{\varphi}{1-\varphi}\left[n-\frac{1-\varphi^n}{1-\varphi}\right],
$$

where the added $k=0$ term is zero. Multiplying by $2/n$ and adding 1,

$$
g_n=\tau-\frac{2\varphi(1-\varphi^n)}{n(1-\varphi)^2}. \tag{6}
$$

In a real calculation $\rho(t)$ is unknown. Blocking estimates the error without it. Cut the series into $M$ consecutive blocks of $b$ values, with $N=Mb$, and let $B_j$ be the mean of block $j$. The average of the $B_j$ is again $m$. If the blocks were independent, the variance of $m$ would be estimated by

$$
V_b=\frac{1}{M(M-1)}\sum_{j=1}^{M}(B_j-m)^2. \tag{7}
$$

To find what this gives for correlated data, write $B_j-m=(B_j-\mu)-(m-\mu)$ and expand the square. Because $\sum_j(B_j-\mu)=M(m-\mu)$, the cross term is $-2M(m-\mu)^2$, and

$$
\sum_j(B_j-m)^2=\sum_j(B_j-\mu)^2-M(m-\mu)^2.
$$

A block mean is the mean of $b$ consecutive values, so (1) gives its variance as $\sigma^2g_b/b$. Averaging, and using $1/b=M/N$,

$$
\langle V_b\rangle=\frac{1}{M-1}\left[\frac{\sigma^2g_b}{b}-\frac{\sigma^2g_N}{N}\right]
=\frac{\sigma^2}{N}\,\frac{Mg_b-g_N}{M-1}. \tag{8}
$$

Subtracting the true variance $\sigma^2g_N/N$ leaves the bias:

$$
\langle V_b\rangle-\mathrm{Var}(m)=\frac{\sigma^2}{N}\,\frac{M}{M-1}\,(g_b-g_N). \tag{9}
$$

Equations (8) and (9) hold for any stationary series. They show why a plateau can appear: once $b$ is long enough for $g_b$ to be close to its limit, $g_b$ and $g_N$ nearly agree, and further lengthening of the blocks changes the expected estimate very little. The factor $M/(M-1)$ is at most 2, so it cannot spoil this.

For AR(1), (6) gives

$$
g_b-g_N=-\frac{2\varphi}{(1-\varphi)^2}\left[\frac{1-\varphi^b}{b}-\frac{1-\varphi^N}{N}\right].
$$

When $\varphi^b$ is negligible, so is $\varphi^N$, and the bracket becomes $1/b-1/N=(M-1)/N$. The factor $M-1$ cancels in (9), and $M/N=1/b$, so

$$
\langle V_b\rangle-\mathrm{Var}(m)\simeq-\frac{\sigma^2}{N}\,\frac{2\varphi}{(1-\varphi)^2\,b}. \tag{10}
$$

Dividing by $\mathrm{Var}(m)\simeq\sigma^2\tau/N$, with $\tau$ from (5), gives the relative bias

$$
\frac{\langle V_b\rangle}{\mathrm{Var}(m)}-1\simeq-\frac ab,\qquad
a=\frac{2\varphi}{1-\varphi^2}, \tag{11}
$$

for $N\gg|a|$. As $b$ grows, the expected blocking estimate therefore tends to the correct variance. The approach is algebraic, as $1/b$, although the correlation itself decays exponentially. The plateau is a region in which the remaining slope is too small to matter, not a strictly flat line.

For $0<\varphi<1$ the estimate is biased low at every block length. Increasing $n$ in the sum (1) raises each weight $1-t/n$ and adds further positive terms, so $g_b<g_N$ whenever $b<N$. For strong positive correlation, $\varphi\to1$, (11) gives $a\simeq1/(1-\varphi)\simeq\tau/2$. Blocks of length $\tau$ are then still far too short; a bias of a few percent needs blocks of ten or more times $\tau$.

The $1/b$ law comes from the block boundaries. Number the values in two adjacent blocks by $i$ and $j$, each from 1 to $b$. Their separation is $b+j-i$, so the covariance of the two block means is

$$
\frac{\sigma^2}{b^2}\sum_{j=1}^{b}\varphi^{j}\sum_{i=1}^{b}\varphi^{b-i}
=\frac{\sigma^2}{b^2}\,\frac{\varphi(1-\varphi^b)^2}{(1-\varphi)^2}.
$$

Dividing by the block variance $\sigma^2g_b/b$ gives the correlation coefficient

$$
r_1=\frac{\varphi(1-\varphi^b)^2}{(1-\varphi)^2\,b\,g_b}\;\longrightarrow\;\frac{\varphi}{(1-\varphi^2)\,b}=\frac{a}{2b}. \tag{12}
$$

Only values near the common boundary are appreciably correlated, and their share of a block shrinks as $1/b$. Each further block of separation multiplies the covariance by $\varphi^b$, so more distant blocks can be ignored. Applying (1) to the series of block means, the true variance contains the factor $1+2(1-1/M)r_1$. For many blocks, the estimate (7) lacks the contribution $2r_1=a/b$, which is the bias found in (11).

Long blocks have a price, because few of them remain. To find the scatter of $V_b$ from run to run, take Gaussian noise and a Gaussian start, so that the block means are Gaussian, and treat them as independent with common variance $s^2$. The scaled deviations $y_j=(B_j-\mu)/s$ are then independent standard normal variables. Their joint density depends only on $\sum_jy_j^2$, so the components $z_1,\dots,z_M$ along any rotated set of orthogonal axes are also independent standard normals. Choose the first axis along $(1,\dots,1)/\sqrt M$. Then $z_1=\sqrt M(m-\mu)/s$, and

$$
\frac{1}{s^2}\sum_j(B_j-m)^2=\sum_jy_j^2-z_1^2=\sum_{k=2}^{M}z_k^2.
$$

For a standard normal, $\langle z^2\rangle=1$, and integration by parts gives $\langle z^4\rangle=3\langle z^2\rangle=3$. Each $z_k^2$ thus has mean 1 and variance 2. The sum has mean $M-1$ and variance $2(M-1)$, so

$$
\frac{\text{standard deviation of }V_b}{\langle V_b\rangle}\simeq\sqrt{\frac{2}{M-1}}. \tag{13}
$$

The error bar is $\sqrt{V_b}$, and for small fluctuations its relative scatter is half of this.

A single run therefore shows the plateau in a window: $b$ must be large compared with $|a|$, with $\varphi^b$ negligible, while $M=N/b$ stays large. The two errors can be balanced, for either sign of $\varphi$. With $M-1\simeq N/b$, the mean squared relative error of $V_b$ is approximately

$$
\left(\frac ab\right)^2+\frac{2b}{N}.
$$

Its derivative, $-2a^2/b^3+2/N$, vanishes at

$$
b_{\rm opt}=(a^2N)^{1/3}. \tag{14}
$$

The second derivative is positive, so this is a minimum. There $2b/N=2a^2/b^2$, and the total relative error is $\sqrt3\,|a|/b_{\rm opt}=\sqrt3\,(|a|/N)^{1/3}$. It falls slowly with the length of the run: the error bar is known much less precisely, in relative terms, than one might expect from $N$.

As an example, take an energy series with the chosen parameters $\sigma=20$ zJ (1 zJ is $10^{-21}$ J), $\varphi=0.9$ and $N=65536$, with energies measured from the true mean. Equation (5) gives $\tau=1.9/0.1=19$ steps, and $N_{\rm eff}=65536/19\approx3449$. Treating the data as independent would give the error

$$
\frac{\sigma}{\sqrt N}=\frac{20\ \text{zJ}}{256}=0.0781\ \text{zJ}.
$$

The finite-length factor is $g_N=18.997$, and the correct error is

$$
\frac{20\ \text{zJ}}{256}\times\sqrt{18.997}=0.3405\ \text{zJ},
$$

or 2.13 meV instead of the naive 0.49 meV. In 1000 simulated runs with Gaussian noise, the root-mean-square deviation of the run means from the true mean was 0.332 zJ. This is 2.6% below the predicted error; by the argument leading to (13), an rms value from 1000 independent runs has a relative scatter of about $1/\sqrt{2000}=2.2\%$, so the two agree.

The bias length is $a=1.8/0.19=9.47$ steps. The table compares the expected error, $\sqrt{\langle V_b\rangle}$, with the estimate from the first simulated run. The last two columns refer to the variance estimate $V_b$, relative to the true variance: its expected bias, and its total rms deviation over the 1000 runs.

| $b$ | $M$ | expected (zJ) | first run (zJ) | bias (%) | rms (%) |
|---:|---:|---:|---:|---:|---:|
| 1 | 65536 | 0.078 | 0.078 | −94.7 | 94.7 |
| 16 | 4096 | 0.245 | 0.243 | −48.2 | 48.3 |
| 64 | 1024 | 0.314 | 0.313 | −14.8 | 15.2 |
| 128 | 512 | 0.328 | 0.328 | −7.4 | 9.1 |
| 256 | 256 | 0.334 | 0.330 | −3.7 | 8.9 |
| 1024 | 64 | 0.339 | 0.318 | −0.9 | 17.4 |
| 4096 | 16 | 0.340 | 0.368 | −0.2 | 36.8 |
| 16384 | 4 | 0.340 | 0.461 | −0.1 | 83.4 |

The expected error climbs from the naive value and approaches the correct 0.3405 zJ from below, ever more slowly. At $b=256$ the law (11) gives a bias of $-9.47/256=-3.7\%$, as in the table. At $b=16$ it would give $-59\%$ instead of $-48.2\%$, because $\varphi^{16}\approx0.19$ is not yet negligible. The first run follows the expected curve up to about $b=256$ and then wanders. Its rise to 0.461 zJ at the end is no sign of hidden correlation: with four blocks, (13) predicts a scatter of 82% in the variance estimate.

Equation (14) places the best block length at $(9.47^2\times65536)^{1/3}\approx180$ steps, between the rows for 128 and 256, where the measured rms deviation is smallest. At $b=256$ the first run gives an error bar of 0.33 zJ, with a relative uncertainty of roughly half of 8.9%, or 4 to 5%. The numerical check also tests (14) by a search over block lengths for a series of 55440 steps: the best length found is 168 steps, against a predicted 170.7.

Data from a real simulation need not follow AR(1). Suppose that $\rho(t)=(1-w)\varphi_1^t+w\varphi_2^t$, with a small weight $w$ for a slow component. Since (2) is linear in $\rho$, the integrated time is $\tau=(1-w)\tau_1+w\tau_2$, where $\tau_1$ and $\tau_2$ follow from (5). The slow part matters as soon as $w\tau_2$ is comparable with $\tau_1$, however small $w$ is. Blocks long compared with $\tau_1$ but short compared with $\tau_2$ can then show an apparent plateau that lies too low. Within such a block $\varphi_2^t\simeq1$, so the slow part adds only about $wb$ to $g_b$, and the curve looks flat as long as $wb$ is small compared with $\tau_1$. A plateau is evidence that correlations on the scales examined have been accounted for; it cannot exclude a motion slower than the blocks, or one slower than the run.

When the total walker weight fluctuates, the energy is often a ratio $\hat E=\sum_iA_i/\sum_iW_i$, where $W_i$ is the total weight at step $i$ and $A_i$ the weighted sum of energies. Let $E=\langle A\rangle/\langle W\rangle$ and $\bar W=\frac1N\sum_iW_i$. Then

$$
\hat E-E=\frac{1}{N\bar W}\sum_{i=1}^{N}(A_i-EW_i).
$$

If the relative fluctuation of $\bar W$ is small, it may be replaced by $\langle W\rangle$ to leading order. The error of $\hat E$ is then that of the plain mean of $(A_i-EW_i)/\langle W\rangle$, a series of zero mean to which (1) and the blocking analysis apply, with $\hat E$ and $\bar W$ used in place of the unknown $E$ and $\langle W\rangle$.

## Computed results

```
sample standard deviation sigma = 20.0 zJ
AR(1) coefficient phi = 0.90
series length N = 65536 steps
integrated autocorrelation time tau = 19.0000 steps
finite-length factor g_N = 18.9973
effective number of samples N/tau = 3449.3
naive error sigma/sqrt(N) = 0.07812 zJ = 0.4876 meV
correct error of mean = 0.34051 zJ = 2.1253 meV
large-N error sigma*sqrt(tau/N) = 0.34054 zJ
ratio correct/naive error = 4.3586
number of simulated runs = 1000
rms deviation of the run means = 0.33164 zJ
mean of the first run = 0.02477 zJ
bias length a = 9.4737 steps
Blocking table. Errors in zJ are square roots of variances;
bias, scatter, rms refer to the variance estimate, in percent:
bias and rms relative to the true variance,
scatter = 100*sqrt(2/(M-1)), the independent-block law.
    b     M  predicted  run-avg  first-run    bias  scatter    rms
    1 65536    0.07811  0.07810    0.07758  -94.74     0.55  94.74
    4 16384    0.14665  0.14663    0.14565  -81.45     1.10  81.46
   16  4096    0.24497  0.24490    0.24300  -48.24     2.21  48.29
   64  1024    0.31433  0.31432    0.31250  -14.79     4.42  15.24
  128   512    0.32767  0.32798    0.32817   -7.40     6.26   9.11
  256   256    0.33415  0.33429    0.32993   -3.70     8.86   8.90
 1024    64    0.33894  0.33967    0.31790   -0.93    17.82  17.37
 4096    16    0.34012  0.34153    0.36762   -0.23    36.51  36.81
16384     4    0.34042  0.34198    0.46054   -0.06    81.65  83.37
Correlation of adjacent block means:
b =   16: exact r_1 = 0.37963, large-b law a/(2b) = 0.29605
b =   64: exact r_1 = 0.08665, large-b law a/(2b) = 0.07401
b =  256: exact r_1 = 0.01921, large-b law a/(2b) = 0.01850
b = 1024: exact r_1 = 0.00467, large-b law a/(2b) = 0.00463
predicted best block length, N = 65536: 180.5 steps
search series length = 55440 steps
best block length found by search = 168 steps
best block length predicted there = 170.7 steps
```
